# The inertial sum rule for n and the dc term for ε₁

## A conductor simple enough to see through

Let free electrons have plasma frequency \(\omega_p\) and collision rate \(\gamma>0\). With fields varying as \(e^{-i\omega t}\), the Drude dielectric function is

\[
\varepsilon(\omega)=1-\frac{\omega_p^2}{\omega(\omega+i\gamma)} .
\]

Multiplying numerator and denominator of the fraction by \(\omega-i\gamma\) gives the real part

\[
\varepsilon_1(\omega)-1=-\frac{\omega_p^2}{\omega^2+\gamma^2}.
\]

This is negative at every frequency, so its integral cannot vanish:

\[
\int_0^\infty(\varepsilon_1-1)\,d\omega=-\omega_p^2\,\frac{\pi}{2\gamma}.
\]

The conductivity follows from \(\varepsilon=1+i\sigma/(\varepsilon_0\omega)\), which gives \(\sigma=i\varepsilon_0\omega_p^2/(\omega+i\gamma)\). Its dc value is \(\sigma_0=\varepsilon_0\omega_p^2/\gamma\), and therefore

\[
\int_0^\infty(\varepsilon_1-1)\,d\omega=-\frac{\pi\sigma_0}{2\varepsilon_0}.
\]

The dc conductivity enters because \(\varepsilon\) has a pole \(i\sigma_0/(\varepsilon_0\omega)\) at zero frequency. The complex index \(N=n+i\kappa=\sqrt{\varepsilon}\) has only an inverse square root there. This weaker singularity leaves no dc term, and the rule for the index is

\[
\int_0^\infty(n-1)\,d\omega=0
\]

for insulators and for conductors with a finite dc conductivity alike; superconductors are excluded, as shown at the end. Both rules are derived below without the Drude form.

## Assumptions and the analyticity of the index

The medium is linear, local, nonmagnetic and passive. Its response satisfies the following conditions.

- Causality: \(\sigma(\omega)\) is analytic for \(\mathrm{Im}\,\omega>0\). It is continuous up to the real axis and continuously differentiable along it, with \(\sigma=\sigma_0+O(\omega)\) near the origin. An insulator has \(\sigma_0=0\).
- Reality of the fields: \(\sigma(-\omega^*)=\sigma(\omega)^*\). On the real axis \(\sigma_1=\mathrm{Re}\,\sigma\) is even and \(\sigma_2=\mathrm{Im}\,\sigma\) is odd.
- Passivity: \(\sigma_1\ge0\) on the real axis, and \(\sigma_1\) is not identically zero.
- Inertia: at large \(|\omega|\), uniformly in the closed upper half plane, \(\varepsilon-1=-\omega_p^2/\omega^2+o(\omega^{-2})\). On the real axis \(d\varepsilon/d\omega=O(\omega^{-3})\).

The last condition expresses the free acceleration of charges. A charge \(q\) of mass \(m\) obeying \(m\dot v=qE\) has \(v=iqE/(m\omega)\), so the current falls as \(1/\omega\) and \(\varepsilon-1\) as \(1/\omega^2\).

A square root of an analytic function may have branch points, so the analyticity of \(N\) needs proof. Take \(z\) in the upper half plane. Since \(\sigma\) falls as \(1/|z|\), Cauchy's formula closed by a large semicircle gives

\[
\sigma(z)=\frac1{2\pi i}\int_{-\infty}^{\infty}\frac{\sigma(x)}{x-z}\,dx,\qquad
0=\int_{-\infty}^{\infty}\frac{\sigma(x)}{x-z^*}\,dx .
\]

The second integral vanishes because \(z^*\) lies outside the contour. Its complex conjugate is \(0=\int\sigma(x)^*/(x-z)\,dx\). Adding this, divided by \(2\pi i\), to the first formula turns \(\sigma\) into \(\sigma+\sigma^*=2\sigma_1\):

\[
\sigma(z)=\frac1{\pi i}\int_{-\infty}^{\infty}\frac{\sigma_1(x)}{x-z}\,dx
=\frac{2z}{\pi i}\int_0^\infty\frac{\sigma_1(x)}{x^2-z^2}\,dx .
\]

The last form pairs \(x\) with \(-x\), using \(1/(x-z)-1/(x+z)=2z/(x^2-z^2)\). Since \(\varepsilon-1=i\sigma/(\varepsilon_0z)\),

\[
\varepsilon(z)-1=\frac{2}{\pi\varepsilon_0}\int_0^\infty\frac{\sigma_1(x)}{x^2-z^2}\,dx .
\]

The imaginary part of \(1/(x^2-z^2)\) is \(\mathrm{Im}(z^2)/|x^2-z^2|^2\). It is positive in the open first quadrant and negative in the open second quadrant, so \(\mathrm{Im}\,\varepsilon\) has the same signs. On the imaginary axis, \(z=i\eta\), the denominator is \(x^2+\eta^2\) and \(\varepsilon>1\). Hence \(\varepsilon\) is never zero or negative real in the upper half plane. The principal root \(N\), with \(\mathrm{Re}\,N>0\), is analytic there.

For real \(\omega>0\) the boundary value of \(\varepsilon\) has a nonnegative imaginary part, and the root has \(n\ge0\) and \(\kappa\ge0\), as for a wave that does not grow. This root is continuous for \(\omega>0\), even where \(\varepsilon\) might vanish. The symmetry \(N(-\omega)=N(\omega)^*\) makes \(n\) even and \(\kappa\) odd.

Two limits of \(N\) are needed. From \(N^2-1=\varepsilon-1\),

\[
N-1=\frac{\varepsilon-1}{N+1}=-\frac{\omega_p^2}{2\omega^2}+o(\omega^{-2})
\]

at high frequency, because \(N\to1\). Near the origin \(|N|=|\varepsilon|^{1/2}\) is at most of order \(|\omega|^{-1/2}\). Thus \(n-1\) is integrable on \((0,\infty)\), even in a conductor.

## First derivation: superconvergence

### The theorem

Let \(f\) be integrable on \((0,\infty)\), continuously differentiable at large \(x\), and such that \(x^2f'(x)\to0\). Then

\[
G(y)\equiv y^2\,P\!\int_0^\infty\frac{f(x)}{y^2-x^2}\,dx\;\longrightarrow\;\int_0^\infty f(x)\,dx
\qquad(y\to\infty),
\]

where \(P\) denotes the principal value. For fixed \(x\) the factor \(y^2/(y^2-x^2)\) tends to 1, which suggests the result. The proof must control the pole, which moves outward with \(y\). Split the range at \(y/2\) and \(2y\).

For \(x\le y/2\) the factor lies between 1 and \(4/3\). The integrand is bounded by \(\tfrac43|f|\), which is integrable, and tends to \(f\). By dominated convergence this part tends to \(\int_0^\infty f\,dx\).

For \(x\ge2y\) the factor has magnitude \(y^2/(x^2-y^2)\le1/3\). This part is at most \(\tfrac13\int_{2y}^\infty|f|\,dx\), which tends to zero.

In the middle part write \(f(x)=f(y)+[f(x)-f(y)]\). With \(x=yu\), the constant \(f(y)\) contributes

\[
y\,f(y)\,P\!\int_{1/2}^{2}\frac{du}{1-u^2}.
\]

An antiderivative is \(F(u)=\tfrac12\ln|(1+u)/(1-u)|\). It has the same value, \(\tfrac12\ln3\), at \(u=\tfrac12\) and \(u=2\). Omitting the interval from \(1-\delta\) to \(1+\delta\) leaves

\[
F(1-\delta)-F(1+\delta)=\tfrac12\ln\frac{2-\delta}{2+\delta}\to0 ,
\]

so the principal value is zero. For the remainder let \(M\) be the maximum of \(|f'|\) on \([y/2,2y]\). Then \(|f(x)-f(y)|\le M|x-y|\), and

\[
\left|\frac{y^2[f(x)-f(y)]}{(y-x)(y+x)}\right|\le\frac{My^2}{y+x}\le\frac{2My}{3},
\]

because \(y+x\ge3y/2\). The interval has length \(3y/2\), so the remainder is at most \(My^2\). On this interval \(y\le2x\), hence \(My^2\le4\max x^2|f'(x)|\), which tends to zero. This proves the theorem.

### The dispersion relation for the index

Let \(\omega>0\) be large enough that \(N\) is close to 1 and differentiable near \(\omega\). Integrate \((N(z)-1)/(z-\omega)\) along the real axis, passing above \(0\) and \(\omega\) on small semicircles, and close the path by a large semicircle in the upper half plane. No singularity is enclosed, so the total is zero.

The large arc contributes a term of order \(R\cdot R^{-2}\cdot R^{-1}\to0\). The arc of radius \(r\) about the origin contributes at most a term of order \(r\cdot r^{-1/2}\to0\). The arc about \(\omega\) is traversed clockwise through half a turn and gives \(-i\pi[N(\omega)-1]\). Therefore

\[
P\!\int_{-\infty}^{\infty}\frac{N(x)-1}{x-\omega}\,dx=i\pi[N(\omega)-1].
\]

The real part of the right side is \(-\pi\kappa(\omega)\). Since \(n\) is even, pairing \(x\) with \(-x\) on the left gives

\[
\kappa(\omega)=\frac{2\omega}{\pi}\,P\!\int_0^\infty\frac{n(x)-1}{\omega^2-x^2}\,dx .
\]

### The limit of high frequency

Multiply by \(\pi\omega/2\):

\[
\frac{\pi}{2}\,\omega\kappa(\omega)=\omega^2P\!\int_0^\infty\frac{n(x)-1}{\omega^2-x^2}\,dx .
\]

The right side is \(G(\omega)\) for \(f=n-1\). This \(f\) is integrable. Its derivative is the real part of \(dN/d\omega=(d\varepsilon/d\omega)/(2N)=O(\omega^{-3})\), so \(x^2f'\to0\). By the theorem the right side tends to \(\int_0^\infty(n-1)\,d\omega\).

On the left, the leading term of \(N-1\) is real, so \(\kappa=o(\omega^{-2})\) and \(\omega\kappa\to0\). Hence

\[
\boxed{\int_0^\infty[n(\omega)-1]\,d\omega=0.}
\]

The name superconvergence reflects this mechanism: absorption falls faster than \(1/\omega\), which forces an integral of the dispersion to vanish. A medium with \(n>1\) over some range must have \(n<1\) elsewhere.

### The dc term for the dielectric function

Use the same contour for \((\varepsilon(z)-1)/(z-\omega)\). Near the origin \(\varepsilon-1=i\sigma_0/(\varepsilon_0z)\) plus a bounded part, so the integrand has residue \(-i\sigma_0/(\varepsilon_0\omega)\). The clockwise half turn gives

\[
-i\pi\left(-\frac{i\sigma_0}{\varepsilon_0\omega}\right)=-\frac{\pi\sigma_0}{\varepsilon_0\omega}.
\]

The closed contour then yields

\[
P\!\int_{-\infty}^{\infty}\frac{\varepsilon(x)-1}{x-\omega}\,dx
-\frac{\pi\sigma_0}{\varepsilon_0\omega}-i\pi[\varepsilon(\omega)-1]=0 .
\]

Here \(P\) also applies at the origin. The real part of \(-i\pi(\varepsilon-1)\) is \(+\pi\varepsilon_2\), with \(\varepsilon_2=\mathrm{Im}\,\varepsilon\). Taking the real part of the equation, pairing \(x\) with \(-x\) and solving for \(\varepsilon_2\) gives

\[
\varepsilon_2(\omega)=\frac{\sigma_0}{\varepsilon_0\omega}
+\frac{2\omega}{\pi}P\!\int_0^\infty\frac{\varepsilon_1(x)-1}{\omega^2-x^2}\,dx .
\]

The function \(\varepsilon_1-1=-\sigma_2/(\varepsilon_0\omega)\) is bounded at the origin because \(\sigma_2=O(\omega)\). It falls as \(\omega^{-2}\) and its derivative as \(\omega^{-3}\), so the theorem applies. Multiply by \(\omega\) and let \(\omega\to\infty\). Since \(\omega\varepsilon_2\to0\),

\[
0=\frac{\sigma_0}{\varepsilon_0}+\frac2\pi\int_0^\infty(\varepsilon_1-1)\,d\omega ,
\]

and therefore

\[
\boxed{\int_0^\infty[\varepsilon_1(\omega)-1]\,d\omega=-\frac{\pi\sigma_0}{2\varepsilon_0}.}
\]

In Gaussian units \(\varepsilon=1+4\pi i\sigma/\omega\). Replacing \(\sigma_0/\varepsilon_0\) by \(4\pi\sigma_0\) gives \(-2\pi^2\sigma_0\).

## Second derivation: closing the contour directly

Integrate \(N(z)-1\) itself, without a denominator, along the real axis with a small semicircle above the origin and a large closing semicircle. The large arc contributes a term of order \(R\cdot R^{-2}\to0\), and the small arc one of order \(r^{1/2}\to0\). Analyticity leaves

\[
\int_{-\infty}^{\infty}[N(x)-1]\,dx=0 .
\]

The real part is \(2\int_0^\infty(n-1)\,dx=0\), because \(n\) is even. This is the inertial rule.

For \(\varepsilon-1\) the large arc again vanishes. The small arc gives \(-i\pi\) times the residue \(i\sigma_0/\varepsilon_0\), which is \(+\pi\sigma_0/\varepsilon_0\). Hence

\[
P\!\int_{-\infty}^{\infty}[\varepsilon(x)-1]\,dx+\frac{\pi\sigma_0}{\varepsilon_0}=0 .
\]

The real part is \(2\int_0^\infty(\varepsilon_1-1)\,dx=-\pi\sigma_0/\varepsilon_0\), in agreement with the first derivation.

## Numbers for an insulator and two conductors

The parameters below are round model values. The integration variable is the photon energy \(\hbar\omega\), so the integrals are in eV. The numerical check checks the rules by direct quadrature.

**Insulator.** Take \(\varepsilon=1+\omega_p^2/(\omega_0^2-\omega^2-i\gamma\omega)\), with \(\hbar\omega_p=10\), \(\hbar\omega_0=5\) and \(\hbar\gamma=1\) eV. The static index is \(\sqrt{1+100/25}=2.24\). The index passes through 1 at 5.76 eV. The area of \(n-1\) is \(+9.31\) eV below this energy and \(-9.31\) eV above it.

Much of the negative area can lie far above the resonance. If the integral stops at a high frequency \(\Omega\), the sum rule and the tail of \(n-1\) give

\[
\int_0^\Omega(n-1)\,d\omega=-\int_\Omega^\infty(n-1)\,d\omega\approx\frac{\omega_p^2}{2\Omega}.
\]

For \(\hbar\Omega=100\) eV the estimate is \(100/200=0.500\) eV, and quadrature gives 0.501 eV. This is still about 5% of the positive area, although the cutoff is twenty times the resonance energy.

**Drude–Lorentz conductor.** Add a Drude term with \(\hbar\omega_p=6\) and \(\hbar\gamma=0.5\) eV to an oscillator of strength 8, resonance 4 and damping 1 eV. The oscillator carries no dc current, so \(\hbar\sigma_0/\varepsilon_0=36/0.5=72\) eV, or \(\sigma_0=9.69\times10^5\) S/m. The predicted integral of \(\varepsilon_1-1\) is \(-\pi\times72/2=-113.10\) eV, and quadrature agrees. The integral of \(n-1\) vanishes to numerical accuracy.

The approach to the superconvergent limit can also be followed. At high frequency each term of the model gives \(\varepsilon_2\approx\omega_p^2\gamma/\omega^3\) with its own strength and damping, and \(\kappa\approx\varepsilon_2/2\). With energies in eV,

\[
\kappa\approx\frac{36\times0.5+64\times1}{2(\hbar\omega)^3}=\frac{41}{(\hbar\omega)^3}.
\]

Thus \(G=(\pi/2)\hbar\omega\kappa\) should fall as the inverse square of the energy. The principal-value integral gives \(6.49\times10^{-3}\) eV at 100 eV and \(6.44\times10^{-5}\) eV at 1000 eV. For \(f=\varepsilon_1-1\) the corresponding values are \(-113.084\) and \(-113.097\) eV, approaching the dc term.

**Gaussian conductor.** Let \(\hbar\sigma_1/\varepsilon_0=20\,e^{-(\hbar\omega/6\,\mathrm{eV})^2}\) eV, with \(\sigma_2\) fixed by causality. The rule predicts \(-\pi\times20/2=-31.42\) eV for \(\varepsilon_1-1\), and quadrature gives the same value. The integral of \(n-1\) again vanishes to numerical accuracy. The dc term depends on \(\sigma_0\) and not on the shape of the conductivity spectrum.

## What each derivation assumes

Both derivations need \(N\) to be analytic in the upper half plane, which was obtained from causality, reality and passivity together with the decay of \(\sigma\) at large \(|z|\). Both also need the singularity at the origin to be known. They use the high-frequency behaviour differently.

The direct contour needs \(N-1\) to fall faster than \(1/|z|\) along the whole large semicircle, at complex frequencies. It needs no derivative. The superconvergence route needs only \(N-1\to0\) on that semicircle, since the denominator supplies another \(1/|z|\). Its remaining conditions concern real frequencies: \(n-1\) is integrable, \(\omega^2\,dn/d\omega\to0\) and \(\omega\kappa\to0\). If the dispersion relation is accepted as given, the rest of the argument uses real frequencies alone. Under the assumptions made here both sets of conditions hold.

The first route also shows what happens when absorption falls too slowly. If \(\omega\kappa\to L\) while the other conditions hold, the integral of \(n-1\) is \(\pi L/2\).

### Failure without inertia

Debye relaxation, \(\varepsilon-1=\Delta/(1-i\omega\tau)\) with \(\Delta,\tau>0\), is an example. Its imaginary part is positive in the first quadrant, negative in the second, and \(\varepsilon>1\) on the imaginary axis, so \(N\) is analytic. At high frequency \(\varepsilon-1=i\Delta/(\omega\tau)+\Delta/(\omega\tau)^2+O(\omega^{-3})\). Expanding the root, \(N-1=\tfrac12(\varepsilon-1)-\tfrac18(\varepsilon-1)^2+\dots=i\Delta/(2\omega\tau)+(4\Delta+\Delta^2)/(8\omega^2\tau^2)+O(\omega^{-3})\), a series in \(1/\omega\) that converges for \(|\omega|\tau>1+\Delta\), since the branch points of \(N\) lie at \(\omega=-i/\tau\) and \(\omega=-i(1+\Delta)/\tau\). Thus \(N-1\to0\) on the large semicircle, \(n-1\) falls as \(\omega^{-2}\) and its derivative as \(\omega^{-3}\), and \(N\) is bounded at the origin, so the other conditions hold. But \(\omega\kappa\to\Delta/(2\tau)\), and

\[
\int_0^\infty(n-1)\,d\omega=\frac{\pi\Delta}{4\tau}.
\]

The model has \(\sigma\to\varepsilon_0\Delta/\tau\) at infinite frequency: a current follows the field without delay. The zero in the sum rule therefore requires \(\omega\kappa\to0\). The inertia of the charges guarantees this, although the \(1/\omega^2\) law is stronger than needed. For \(\varepsilon-1=\Delta/(1-i\omega\tau)^{3/2}\) the phase lies between \(0\) and \(3\pi/4\) in the first quadrant, so \(N\) is again analytic. Here \(N-1\) falls as \(|\omega|^{-3/2}\), faster than \(1/|\omega|\), and the direct contour gives zero.

### Failure without damping

A strictly lossless plasma, \(\varepsilon=1-\omega_p^2/\omega^2\), violates the condition at the origin. There \(\sigma\) has a pole, and \(N\approx i\omega_p/\omega\) has one too. In the direct contour the small arc now gives \(-i\pi(i\omega_p)=\pi\omega_p\), so

\[
\int_0^\infty(n-1)\,d\omega=-\frac{\pi\omega_p}{2}.
\]

An ideal superconductor, whose \(\sigma\) also has a pole at zero frequency, is excluded for the same reason. The rule for \(\varepsilon_1\) has no finite form for the lossless plasma, because \(-\omega_p^2/\omega^2\) is not integrable at the origin.

Any Drude damping \(\gamma>0\) restores the zero. For \(\gamma\ll\omega_p\) the missing area lies at low frequency, where the 1 in \(\varepsilon\) is negligible and

\[
N\approx\frac{i\omega_p}{\sqrt{\omega(\omega+i\gamma)}} .
\]

The root is to be read as \(\sqrt{\omega}\,\sqrt{\omega+i\gamma}\), each factor principal; the principal root of the product would change sign across the imaginary axis. So read, the function is analytic in the upper half plane and integrable at the origin. It behaves as \(i\omega_p/\omega\) at large \(|\omega|\), so its large arc contributes \(i\pi(i\omega_p)=-\pi\omega_p\). The real-axis integral is then \(\pi\omega_p\), and half of it, \(\pi\omega_p/2\), belongs to positive frequencies.

For \(\omega\gg\gamma\) the real part is \(\omega_p\gamma/(2\omega^2)\). The area below a frequency \(W\) with \(\gamma\ll W\ll\omega_p\) is therefore about \(\pi\omega_p/2-\omega_p\gamma/(2W)\). For \(\gamma=0.01\,\omega_p\) and \(W=0.1\,\omega_p\) this is \((1.571-0.050)\,\omega_p=1.521\,\omega_p\), and quadrature of the full \(n\) also gives \(1.521\,\omega_p\).

As \(\gamma\to0\) this area contracts toward zero frequency without disappearing. Integrating first and then removing the damping gives zero; removing the damping first gives \(-\pi\omega_p/2\).

## Computed results

```
THEOREM, f = 1/(1+x)^2, integral of f = 1 (dimensionless)
  G(10) = 0.963114
  G(100) = 0.999179
  G(1000) = 0.999987
INSULATOR, one Lorentz oscillator
  strength, resonance, damping = 10.0, 5.0, 1.0 eV
  static index n(0) = 2.2361
  n = 1 crossed at 5.7645 eV
  area of n-1 below crossing = 9.3105 eV
  area of n-1 above crossing = -9.3105 eV
  |integral of n-1| = 3.1e-14 eV
  |integral of eps1-1| = 6.8e-14 eV
  integral of n-1 up to 100 eV = 0.5008 eV
  cutoff formula wp^2/(2 cutoff) = 0.5000 eV
CONDUCTOR, Drude + Lorentz
  Drude strength, damping = 6.0, 0.5 eV
  Lorentz strength, resonance, damping = 8.0, 4.0, 1.0 eV
  hbar sigma0/epsilon0 = 72.0000 eV
  sigma0 = 9.6854e+05 S/m
  |integral of n-1| = 1.4e-11 eV
  integral of eps1-1 = -113.0973 eV
  -pi hbar sigma0/(2 epsilon0) = -113.0973 eV
  y = 10 eV: G for n-1 = 5.711e+00 eV, G for eps1-1 = -111.4104 eV
  y = 100 eV: G for n-1 = 6.488e-03 eV, G for eps1-1 = -113.0844 eV
  y = 1000 eV: G for n-1 = 6.441e-05 eV, G for eps1-1 = -113.0972 eV
CONDUCTOR, Gaussian sigma1
  hbar sigma0/epsilon0, width = 20.0, 6.0 eV
  |integral of n-1| = 7.2e-12 eV
  integral of eps1-1 = -31.4159 eV
  -pi hbar sigma0/(2 epsilon0) = -31.4159 eV
PLASMA, energies in units of the plasma energy
  lossless: integral of n-1 = -1.5708
  damping 0.01: |integral of n-1| = 1.6e-11
  damping 0.01: integral of n up to 0.10 = 1.5211
  estimate pi/2 - damping/(2 x 0.10) = 1.5208
```
